# Slowest diffusive charge-transfer time of a photodiode with one collecting end

## The slowest mode and the final rate of decay

In an image sensor, light frees electrons in the photodiode of each pixel, and the electrons are held there until a transfer gate at one edge opens. They must then leave through that edge. If the electric potential inside the photodiode is flat, no force drives them towards the gate: they wander thermally, and each is lost from the photodiode when its wandering first brings it to the open edge. Electrons that remain when the gate closes are missing from the present image and may appear in the next one. The time for which the gate must stay open therefore depends on how quickly the last of the charge diffuses out.

Let the photodiode extend from $x=0$ to $x=L$, with the open gate at $x=L$. Its cross-section is taken to be the same at every $x$, its side walls let no electrons through, and the gate spans the whole cross-section. Let $n(x,t)$ be the number of electrons per unit length, obtained by summing the volume density over the cross-section. In this sum the sideways part of the diffusion only moves electrons within the same slice, since none cross the side walls. The problem is then one-dimensional whatever the distribution across the slice.

Let $J(x,t)$ be the number of electrons crossing the point $x$ per unit time, counted positive towards the gate. In a short piece between $x$ and $x+\Delta x$ the number of electrons changes at the rate $J(x,t)-J(x+\Delta x,t)$. Division by $\Delta x$ and the limit $\Delta x\to0$ give

$$\frac{\partial n}{\partial t}=-\frac{\partial J}{\partial x}.$$

This holds if no electrons are created or lost inside the region, so recombination, trapping and thermal generation are neglected. For the flux we use Fick's law,

$$J=-D\,\frac{\partial n}{\partial x},$$

where $D$ is the diffusion coefficient. The minus sign says that the net flow runs from high to low density. The law requires the density to vary little over a mean free path, and it leaves out any drift in an electric field, including the field of the electrons themselves. With $D$ the same everywhere, the two equations combine into

$$\frac{\partial n}{\partial t}=D\,\frac{\partial^2 n}{\partial x^2}.$$

The two ends differ. The closed end reflects electrons, so $J(0,t)=0$ and hence $\partial n/\partial x=0$ at $x=0$. At the gate, suppose that electrons are removed with a collection velocity $s$, so that $J(L,t)=s\,n(L,t)$. For a finite flux, $n(L,t)=J(L,t)/s$ tends to zero as $s$ grows. A perfectly collecting end is this limit, and its condition is $n(L,t)=0$. The density vanishes there although the flux does not: the slope of the density carries the flux.

We first look for densities that keep their shape while they shrink. Put $n(x,t)=X(x)\,\Theta(t)$ into the diffusion equation and divide by $X\Theta$:

$$\frac{1}{\Theta}\frac{d\Theta}{dt}=\frac{D}{X}\frac{d^2X}{dx^2}=-\gamma .$$

The first expression depends on $t$ alone and the second on $x$ alone, so both equal a constant, here called $-\gamma$. Therefore $\Theta\propto e^{-\gamma t}$ and

$$\frac{d^2X}{dx^2}=-\frac{\gamma}{D}X,\qquad X'(0)=0,\qquad X(L)=0,$$

where a prime denotes a derivative with respect to $x$. The sign of $\gamma$ need not be assumed. Multiply the equation by the complex conjugate $X^*$ and integrate by parts:

$$\frac{\gamma}{D}\int_0^L|X|^2dx=-\Big[X^*X'\Big]_0^L+\int_0^L|X'|^2dx=\int_0^L|X'|^2dx .$$

The bracket vanishes at $L$ because $X(L)=0$ and at $0$ because $X'(0)=0$. Hence $\gamma$ is real and not negative. It cannot be zero either, since $X'$ would then vanish everywhere and $X$ would be a constant, which $X(L)=0$ forces to be zero.

We may therefore write $\gamma=Dk^2$ with $k>0$, and the general solution is $X=A\cos kx+B\sin kx$. Its slope at the closed end is $kB$, so $B=0$. At the gate we need $A\cos kL=0$ with $A\neq0$, which allows the values

$$k_m=\frac{(2m+1)\pi}{2L},\qquad m=0,1,2,\dots$$

The decay rates are $\gamma_m=Dk_m^2$ and the decay times are their inverses,

$$\tau_m=\frac{1}{Dk_m^2}=\frac{4L^2}{(2m+1)^2\pi^2D}.$$

The largest is that with $m=0$:

$$\boxed{\tau=\frac{4L^2}{\pi^2D}}$$

Its mode, $\cos(\pi x/2L)$, is a quarter of a cosine wave, with its crest at the closed end and its zero at the gate. The next mode decays in $\tau/9$. It changes sign inside the region and so cannot be an electron density by itself, but it can be part of one.

The factor 4 comes from the reflecting end. Place a mirror image of the region to the left of $x=0$. The doubled region runs from $-L$ to $L$ and collects at both ends, and a density symmetric about its centre has zero slope there, as the reflecting end requires. Our region thus has the same slowest time as a region of length $2L$ with two collecting ends. If instead both ends of the original length $L$ collect, the slowest mode is $\sin(\pi x/L)$, with $k=\pi/L$ and decay time

$$\frac{L^2}{\pi^2D}=\frac{\tau}{4}.$$

For a numerical example we choose round model values: $L=10\ \mu\mathrm m$, a mobility $\mu=1000\ \mathrm{cm^2/(V\,s)}$ and a temperature $T=300$ K. The mobility gives $D$ through thermal equilibrium. A force $F$ on each electron causes a drift flux $\mu Fn/q$, where $q$ is the size of the electron's charge. For electrons sparse enough to follow Boltzmann's distribution, equilibrium in this force has $n'=Fn/(k_BT)$, with $k_B$ Boltzmann's constant. The drift and diffusion fluxes must then cancel:

$$\frac{\mu F n}{q}-D\,\frac{F n}{k_BT}=0\quad\Rightarrow\quad D=\mu\,\frac{k_BT}{q}.$$

At 300 K, $k_BT/q=25.85$ mV, so $D=1000\times0.02585=25.85\ \mathrm{cm^2/s}$. This gives $L^2/D=38.68$ ns, and with $4/\pi^2=0.4053$

$$\tau=0.4053\times38.68\ \mathrm{ns}=15.68\ \mathrm{ns}.$$

With two collecting ends the time would be 3.92 ns. Because $\tau$ grows as $L^2$, halving the length to $5\ \mu\mathrm m$ gives 3.92 ns as well, while doubling it to $20\ \mu\mathrm m$ gives 62.7 ns.

These times can be checked without using the cosine modes. Cut the region into 400 cells and let the population of each change through the fluxes to its neighbours, with no flux through the closed end and zero density at the gate. The slowest decay rate of this set of balance equations again gives 15.68 ns. The tests also compare the shape of the slowest mode and the first four rates with the formulas above.

So far we have found special densities that decay at definite rates. A real starting density depends on where the light fell, and two questions remain: could some density decay more slowly than $e^{-t/\tau}$, and could some density avoid the slowest mode and decay faster? Both can be answered without expanding the density in modes. From here on $k$ without an index stands for $\pi/(2L)$, so that $Dk^2=1/\tau$.

For the first question, consider

$$S(t)=\int_0^L n^2\,dx .$$

Differentiate it, insert the diffusion equation and integrate by parts:

$$\frac{dS}{dt}=2D\int_0^L n\,n''\,dx=2D\Big[n\,n'\Big]_0^L-2D\int_0^L n'^2dx=-2D\int_0^L n'^2dx .$$

The bracket vanishes because $n=0$ at the gate and $n'=0$ at the closed end. We now need to know how small $\int n'^2dx$ can be for a given $\int n^2dx$. Let $f$ be any smooth function with $f(L)=0$, and expand the square in

$$\int_0^L\big(f'+k\tan(kx)\,f\big)^2dx=\int_0^L\Big(f'^2+2k\tan(kx)\,ff'+k^2\tan^2(kx)\,f^2\Big)dx .$$

In the middle term $2ff'$ is the derivative of $f^2$, and the derivative of $k\tan(kx)$ is $k^2/\cos^2(kx)$. Integration by parts gives

$$\int_0^L2k\tan(kx)\,ff'\,dx=\Big[k\tan(kx)\,f^2\Big]_0^L-\int_0^L\frac{k^2}{\cos^2(kx)}f^2dx .$$

The bracket vanishes at $x=0$, where the tangent is zero. Near $x=L$ the tangent grows as $1/[k(L-x)]$, but $f^2$ falls at least as fast as $(L-x)^2$, so the product goes to zero there too. Since $\tan^2-1/\cos^2=-1$, the terms combine into

$$\int_0^L f'^2dx-k^2\int_0^L f^2dx=\int_0^L\big(f'+k\tan(kx)\,f\big)^2dx\ \ge\ 0 .$$

Equality requires $f'=-k\tan(kx)f$, whose solution is a multiple of $\cos kx$, the slowest mode. Every other shape that vanishes at the gate is steeper, in this averaged sense, and loses $S$ faster. Quadrature confirms the identity in the tests for four trial functions.

With $f=n$ the inequality gives

$$\frac{dS}{dt}\le-2Dk^2S=-\frac{2}{\tau}S .$$

It follows that $S\,e^{2t/\tau}$ never increases, and so $S(t)\le S(0)\,e^{-2t/\tau}$. To pass from $S$ to the number of electrons left, $N(t)=\int_0^Ln\,dx$, note that

$$0\le\int_0^L\Big(n-\frac NL\Big)^2dx=S-\frac{2N^2}{L}+\frac{N^2}{L}=S-\frac{N^2}{L}.$$

Hence $N\le\sqrt{LS}$, and

$$N(t)\le\sqrt{L\,S(0)}\;e^{-t/\tau}.$$

This answers the first question for every start with finite $S(0)$. If all electrons start at one point, $S(0)$ is infinite, but the difficulty disappears at once. Taking away the gate and letting the region continue to the right can only add to the density, and without the gate the density is a spreading Gaussian plus its mirror image, which is finite at any $t>0$. The bound then applies with any such later instant as its starting time.

For the second question, weight the density with the slowest mode:

$$a(t)=\int_0^L n(x,t)\cos(kx)\,dx .$$

Its rate of change is found by integrating by parts twice:

$$\frac{da}{dt}=D\int_0^L n''\cos(kx)\,dx=D\Big[n'\cos kx+k\,n\sin kx\Big]_0^L-Dk^2\int_0^L n\cos(kx)\,dx .$$

At the gate $\cos kL=0$ and $n=0$; at the closed end $n'=0$ and $\sin0=0$. The bracket is zero, and $da/dt=-a/\tau$, so $a(t)=a(0)\,e^{-t/\tau}$ at all times. An electron density is nowhere negative, and $0\le\cos kx\le1$ in the region. Therefore $N(t)\ge a(t)$, and

$$a(0)\,e^{-t/\tau}\le N(t)\le\sqrt{L\,S(0)}\;e^{-t/\tau}.$$

The number $a(0)$ is positive whenever any electrons start inside the region. No placement of the charge can avoid the slowest mode, because that mode is positive everywhere inside and the density cannot supply the negative parts needed to cancel it. The charge left in the photodiode is thus held between two multiples of the same exponential, and its final e-folding time is $\tau$ for every start. What the start does change is the factor in front.

## Residual charge, collection times and limits of the result

We keep the region $0<x<L$ with its reflecting end at $x=0$ and its collecting end at $x=L$, the electron density $n(x,t)$ per unit length, the number left $N(t)$ and the diffusion coefficient $D$. Densities of the form $\cos(k_mx)$ with $k_m=(2m+1)\pi/(2L)$ decay at the rates $Dk_m^2=(2m+1)^2/\tau$, where $\tau=4L^2/(\pi^2D)$. The weighted charge $a(t)=\int_0^Ln\cos(\pi x/2L)\,dx$ decays as $e^{-t/\tau}$ at all times, and $N(t)$ is bounded above and below by multiples of this exponential. For $L=10\ \mu\mathrm m$ and $D=25.85\ \mathrm{cm^2/s}$, $\tau=15.68$ ns.

To decide how long the gate must stay open we need the factor in front of the exponential, and for this we expand the starting density in the modes. That such an expansion exists follows from ordinary Fourier series. Extend the starting density beyond the region by reflecting it evenly about $x=0$ and oddly about $x=L$, so that the extended function $g$ obeys $g(-x)=g(x)$ and $g(2L-x)=-g(x)$. Then

$$g(x+2L)=g\big(2L-(-x)\big)=-g(-x)=-g(x),$$

and a second shift by $2L$ restores the sign. The function has period $4L$, so its Fourier series contains sines and cosines of $j\pi x/(2L)$ with whole numbers $j$. Evenness removes the sines. The change of sign under a shift by $2L$ removes the cosines with even $j$, since these do not change sign. What remains are the modes with $j=2m+1$:

$$n(x,0)=\sum_{m=0}^\infty A_m\cos(k_mx).$$

To find $A_m$, multiply by $\cos(k_lx)$ and integrate over the region. For $l\ne m$,

$$\int_0^L\cos(k_mx)\cos(k_lx)\,dx=\frac{\sin[(k_m-k_l)L]}{2(k_m-k_l)}+\frac{\sin[(k_m+k_l)L]}{2(k_m+k_l)}=0,$$

because $(k_m-k_l)L=(m-l)\pi$ and $(k_m+k_l)L=(m+l+1)\pi$. For $l=m$ the integral of $\cos^2(k_mx)$ is $L/2$. Hence

$$A_m=\frac2L\int_0^Ln(x,0)\cos(k_mx)\,dx .$$

Letting each mode decay at its own rate gives a solution for later times. It is the only one: the difference of two solutions with the same start also obeys the equation and both end conditions, its squared integral is zero at the start, and that integral cannot grow.

The number of electrons left follows by integration over $x$. Since $\int_0^L\cos(k_mx)\,dx=\sin(k_mL)/k_m=(-1)^m/k_m$,

$$N(t)=\sum_{m=0}^\infty\frac{(-1)^mA_m}{k_m}\,e^{-(2m+1)^2t/\tau}.$$

At late times the term $m=0$ remains. Its coefficient is $A_0/k_0=(2/L)\,a(0)\times(2L/\pi)$, so

$$N(t)\to\frac4\pi\,a(0)\,e^{-t/\tau}.$$

For $N_0$ electrons that all start at $x_0$, $a(0)=N_0\cos(\pi x_0/2L)$. A start near the gate gives a small factor, as most of the electrons are soon collected, but those that happen to wander inwards leave with the same final time $\tau$. In the tests the electrons start evenly spread between $0.8L$ and $0.9L$, and both the late-time formula and the cell balance give the factor 0.297. For a start at the closed end the factor is $4/\pi$, which is greater than one. This is no contradiction, since the formula holds at late times: the electrons must first cross the region, and the decay sets in after a delay.

If the light has filled the photodiode uniformly, $n(x,0)=N_0/L$ and $A_m=2N_0(-1)^m/(L^2k_m)$. The two signs $(-1)^m$ cancel in $N(t)$, and $2/(L^2k_m^2)=8/[\pi^2(2m+1)^2]$. The fraction left is

$$\frac{N(t)}{N_0}=\sum_{m=0}^\infty\frac{8}{\pi^2(2m+1)^2}\,e^{-(2m+1)^2t/\tau}.$$

The slowest mode carries the share $8/\pi^2=0.811$ of the charge at the start. All other terms are positive, so the slowest mode alone gives too small a residue. To see by how much, note that the coefficients add up to one at $t=0$ and that every other term decays at least as fast as $e^{-9t/\tau}$. Relative to the first term, the rest is therefore at most

$$\Big(\frac{\pi^2}{8}-1\Big)e^{-8t/\tau}.$$

At $t=0.1\,\tau$ the full fraction is 0.773 and the slowest mode alone gives 0.733, about 5% less than the full value. At $t=\tau$ the two are 0.29820 and 0.29819. From then on a single exponential describes the remaining charge of a uniform start very well.

The time at which a small fraction $\varepsilon$ is left then follows from $(8/\pi^2)e^{-t/\tau}=\varepsilon$:

$$t_\varepsilon=\tau\,\ln\frac{8}{\pi^2\varepsilon}.$$

For $\varepsilon=10^{-3}$ the logarithm is $\ln 810.6=6.70$, and $t_\varepsilon=6.70\times15.68\ \mathrm{ns}=105$ ns. For $10^{-2}$ the time is 69 ns and for $10^{-4}$ it is 141 ns, which is $9.0\,\tau$. Each further factor of ten costs the same additional time, $\tau\ln10$, or about 36 ns here. For diffusion in a flat potential, the transfer time is thus several times $\tau$ for these small residues, and how many times depends on the residue that can be accepted. In a real pixel, a potential barrier in front of the gate can make the transfer much slower. A gate narrower than the cross-section also lengthens it: the problem is then no longer one-dimensional, and the slowest time exceeds $4L^2/(\pi^2D)$.

If 10 000 electrons start evenly spread and their mutual repulsion is neglected, the mean number left is 334 after 50 ns, 13.8 after 100 ns and 0.57 after 150 ns. The last number is an average over many transfers. In any one transfer the number left is a whole number, and a mean below one does not guarantee that the photodiode is empty. Repulsion between this many electrons can be appreciable in a real photodiode, so the numbers illustrate the diffusion formula and are not a prediction for a device.

The slowest time also differs from the mean time an electron needs to be collected. Let one electron start at $x_0$, so that $N(t)$ is the probability that it is still in the region. The probability of being collected between $t$ and $t+dt$ is $-(dN/dt)\,dt$, and the mean collection time is

$$\bar t=-\int_0^\infty t\,\frac{dN}{dt}\,dt=\int_0^\infty N\,dt .$$

The boundary term $tN$ of this integration by parts vanishes at $t=0$ because of the factor $t$, and at late times because $N$ decays exponentially. Now define $W(x)=\int_0^\infty n(x,t)\,dt$. Integrating the diffusion equation over all time gives $DW''=-n(x,0)$, since the density ends at zero. Away from $x_0$ the right side is zero and $W$ is a straight line. Left of $x_0$ its slope is zero because of the reflecting end. Right of $x_0$ its slope is $-1/D$, because one electron in all must pass through every such point. With $W(L)=0$ this gives $W=(L-x)/D$ for $x>x_0$ and $W=(L-x_0)/D$ for $x<x_0$. Integration over the region yields

$$\bar t(x_0)=\frac{x_0(L-x_0)}{D}+\frac{(L-x_0)^2}{2D}=\frac{L^2-x_0^2}{2D}.$$

Averaged over a uniform start, this is

$$\frac1L\int_0^L\frac{L^2-x_0^2}{2D}\,dx_0=\frac{L^2}{3D}=\frac{\pi^2}{12}\,\tau .$$

In the example the average is $38.68/3=12.9$ ns, a little below $\tau$. From the closed end the mean is $38.68/2=19.3$ ns, which is above $\tau$ because of the initial delay. Neither mean may replace $\tau$ in the exponential: after a long wait, the electrons left are spread as the slowest mode whatever their start, and their number falls with the time $\tau$.

The result assumes a perfect collector. Suppose instead that the gate removes electrons with a finite velocity $s$, so that $-DX'(L)=s\,X(L)$ for each mode $X$. The reflecting end still requires a cosine, which we write as $X=\cos(px/L)$ with an unknown number $p$. The condition at the gate becomes $(Dp/L)\sin p=s\cos p$, or

$$p\tan p=h,\qquad h=\frac{sL}{D},$$

and the decay time is $L^2/(Dp^2)$ with the smallest positive root. For large $h$ this root lies just below $\pi/2$. Write $p=\pi/2-\delta$ with small $\delta$; then $\tan p=\cot\delta\approx1/\delta$, and $(\pi/2-\delta)/\delta=h$ gives $\delta=(\pi/2)/(1+h)$. Hence $p=(\pi/2)\,h/(1+h)$, and the slowest time is

$$\tau_s\approx\tau\Big(1+\frac{D}{sL}\Big)^2 .$$

Collection counts as perfect when $sL/D\gg1$, that is, when diffusion across the region is much slower than removal at its end. In the opposite limit, $h\ll1$, the root is small, $\tan p\approx p$, and $p^2=h$. The slowest time is then $L/s$: it grows with $L$ instead of $L^2$ and no longer depends on $D$. The density is nearly flat and the gate sets the pace.

Take $s=10^4$ m/s as a model value. Then $h=38.7$, and the slowest time is $15.68\ \mathrm{ns}\times(1+1/38.7)^2=16.5$ ns, about 5% longer than for the perfect collector. After a wait of $9\,\tau$ this 5% in the rate leaves about $e^{0.45}\approx1.6$ times as much charge, so a small residue needs a larger $h$ than the decay time does. The root of the full condition gives the same value to the digits shown in the numerical output.

The result also assumes a flat potential. Let a uniform field push the electrons towards the gate, with a potential drop $V$ across the length $L$. The drift velocity is $v=\mu V/L$, and the flux becomes $J=vn-D\,\partial n/\partial x$. A mode with decay rate $\gamma$ obeys

$$-\gamma X=DX''-vX',\qquad vX(0)-DX'(0)=0,\qquad X(L)=0 .$$

The first derivative can be removed by setting $X=e^{ux/L}f(x)$ with

$$u=\frac{vL}{2D}=\frac{\mu V}{2D}=\frac{qV}{2k_BT},$$

where the last step uses $D=\mu k_BT/q$. We have $X'=e^{ux/L}(f'+uf/L)$ and $X''=e^{ux/L}(f''+2uf'/L+u^2f/L^2)$. With $v=2uD/L$, the terms in $f'$ cancel and the terms in $u^2$ combine to $u^2-2u^2=-u^2$:

$$-\gamma f=D\Big(f''-\frac{u^2}{L^2}f\Big).$$

The solution that vanishes at the gate is $f=\sin[p(1-x/L)]$, for which $f''=-p^2f/L^2$. The decay rate is therefore

$$\gamma=\frac{D}{L^2}\,(p^2+u^2).$$

At the closed end the flux condition becomes $2uf/L-f'-uf/L=0$, or $f'(0)=uf(0)/L$. With $f(0)=\sin p$ and $f'(0)=-(p/L)\cos p$ this reads

$$p\cot p=-u .$$

The slowest mode belongs to the root between $0$ and $\pi$, which exists for $u>-1$. A stronger opposing field requires a different form of $f$ and is not treated here. Without a field, $p=\pi/2$ and the earlier result returns. For a weak field put $p=\pi/2+\delta$, so that $\cot p\approx-\delta$ and, to first order, $\delta=2u/\pi$. Then $p^2\approx\pi^2/4+\pi\delta=\pi^2/4+2u$, while $u^2$ is of second order. Dividing by the rate without a field, $\pi^2D/(4L^2)=1/\tau$, gives

$$\gamma\approx\frac1\tau\Big(1+\frac{8u}{\pi^2}\Big)=\frac1\tau\Big(1+\frac{4}{\pi^2}\,\frac{qV}{k_BT}\Big).$$

A uniform field thus changes the slowest time little if the potential drop across the region is small compared with $k_BT/q$, about 26 mV at 300 K. A drop of 10 mV is $0.387\,k_BT/q$. The first-order formula gives $15.68/(1+0.4053\times0.387)=13.6$ ns, and the root of the full condition gives 13.4 ns. Even this small drop shortens the slowest time by about 14%. The residue after a long wait is more sensitive, because the change of rate is multiplied by the waiting time in the exponent: the rate rises by the factor $15.68/13.45=1.166$, so after $9\,\tau$ the charge left is smaller by about $e^{-9\times0.166}$, roughly a factor of four. A weak field of the opposite sign makes $V$ negative and lengthens the time in the same proportion to first order.

The field of the electrons themselves has been left out as well. It is proportional to their density, so the drift flux it causes is proportional to the density squared, whereas the diffusion flux is proportional to the density. A large packet may thus leave at first in a way that the series above does not describe. As the charge drains away, the squared term should become negligible and the last electrons should again follow $e^{-t/\tau}$, with a different factor in front. This is an estimate from the scaling of the two fluxes, not a result of the calculation here.

Recombination is simpler to include. If each electron has a constant chance $1/\tau_r$ per unit time of being lost inside the region, the diffusion equation gains the term $-n/\tau_r$. Inserting $n=e^{-t/\tau_r}\tilde n$ cancels this term and leaves the original equation and end conditions for $\tilde n$. At late times the remaining charge then decays at the rate $1/\tau+1/\tau_r$, but part of it is lost and never reaches the gate. The time $\tau$ describes the transfer when $\tau_r\gg\tau$.

## Table of computed values

```
Length L: 10.0 um
Mobility: 1000 cm^2/(V s)
Temperature: 300 K
Thermal voltage kT/q: 25.852 mV
Diffusion coefficient D: 25.852 cm^2/s
L^2/D: 38.682 ns
Slowest time tau, formula: 15.677 ns
Slowest time tau, cell balance: 15.677 ns
Second mode time tau/9: 1.742 ns
Two collecting ends, cell balance: 3.919 ns
Mean collection time, uniform start: 12.894 ns
Mean collection time from x=0: 19.341 ns
Slowest-mode share, uniform start: 0.8106
Late amplitude, start in 0.8L-0.9L, cell balance: 0.2969
Late amplitude, start in 0.8L-0.9L, formula: 0.2969
Residual fraction at t=0.1 tau: series 0.77284, cell balance 0.77284, slowest mode alone 0.73343
Residual fraction at t=1.0 tau: series 0.29820, cell balance 0.29820, slowest mode alone 0.29819
Residual fraction at t=3.0 tau: series 0.04036, cell balance 0.04036, slowest mode alone 0.04036
Time to residual fraction 1e-02: 68.9 ns = 4.40 tau
Time to residual fraction 1e-03: 105.0 ns = 6.70 tau
Time to residual fraction 1e-04: 141.1 ns = 9.00 tau
Starting electrons: 10000
Mean electrons left at 50 ns: 333.94
Mean electrons left at 100 ns: 13.76
Mean electrons left at 150 ns: 0.57
tau for L=5 um: 3.92 ns
tau for L=20 um: 62.71 ns
Collection velocity s: 10000 m/s
s L/D: 38.68
Slowest time at this s: 16.498 ns
Same, from tau(1+D/(sL))^2: 16.498 ns
Potential drop: 10 mV = 0.3868 kT/q
Slowest time with this drop: 13.446 ns
Same, first order in the drop: 13.552 ns
Relative rate gain per kT/q: cell balance 0.4053, formula 0.4053
```
